**Electron capture by a charged acceptor: closed form against the drift-diffusion equation**

The program tests the steady capture rate \(k=4\pi Dr_c/(1-e^{-r_c/R})\), which exceeds the neutral value \(4\pi DR\) by the factor \(x/(1-e^{-x})\) with \(x=r_c/R\). Here \(D\) is the electron diffusion coefficient, \(R\) the capture radius and \(r_c\) the Onsager radius; negative \(x\) means repulsion. A finite-volume solution that does not use the closed form is asserted to agree with it within a relative error of \(2\times10^{-4}\) for seven values of \(x\), and the largest error found is \(1.0\times10^{-6}\). Further assertions cover the weak-attraction series, the integral over the Boltzmann factor, the concentration profile, the drift share of the current and the mobility form of the rate. A time-dependent solution from a uniform start is asserted to give the known neutral excess at time \(R^2/D\), within 0.01, and a charged excess below 0.001. For relative permittivity 4, 300 K and \(R=1\) nm, the output shows \(r_c=13.9\) nm and an enhancement of 13.9. Tripling \(R\) changes the charged rate by about 1 percent.

## Numerical verification

```python
"""
Steady diffusion-limited capture of electrons by a positive, perfectly
absorbing acceptor. Result under test:
    k = 4 pi D r_c / (1 - exp(-r_c/R)),   k_neutral = 4 pi D R,
    k / k_neutral = x / (1 - exp(-x)),    x = r_c / R.
D: electron diffusion coefficient; R: capture radius;
r_c: Onsager radius e^2/(4 pi eps0 eps_r kB T); x < 0 means repulsion.
The numerical side solves the drift-diffusion equation by finite volumes,
in units R = 1, D = 1, far concentration = 1, without using the closed form.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

# Logarithmic radial grid from the capture sphere to a very distant boundary
N_CELLS = 4000
log_r = np.linspace(0.0, np.log(1.0e6), N_CELLS + 1)
r = np.exp(log_r)
r_face = np.exp(0.5 * (log_r[1:] + log_r[:-1]))
volume = np.diff(r_face**3) / 3.0


def enhancement(x):
    """Closed-form ratio of the charged to the neutral rate."""
    return 1.0 if x == 0 else x / (-np.expm1(-x))


def transport(x):
    """Banded matrix of minus the net inflow, and face coefficients.

    Inward flux through a face (divided by 4 pi):
    r^2 dc/dr + x c = outer*c_outside - inner*c_inside.
    """
    conductance = r_face**2 / np.diff(r)
    outer = conductance + x / 2
    inner = conductance - x / 2
    band = np.zeros((3, N_CELLS - 1))
    band[0, 1:] = -outer[1:-1]
    band[1] = inner[1:] + outer[:-1]
    band[2, :-1] = -inner[1:-1]
    return band, outer


def steady_solution(x):
    """Steady rate divided by 4 pi D R, and concentration at all nodes."""
    band, outer = transport(x)
    source = np.zeros(N_CELLS - 1)
    source[-1] = outer[-1]
    c = solve_banded((1, 1), band, source)
    return outer[0] * c[0], np.concatenate(([0.0], c, [1.0]))


def transient_rate(x, steps=1500):
    """Rate / (4 pi D R) at time R^2/D after a uniform start."""
    band, outer = transport(x)
    times = np.concatenate(([0.0], np.geomspace(1e-6, 1.0, steps)))
    c = np.ones(N_CELLS - 1)
    for dt in np.diff(times):
        matrix = dt * band
        matrix[1] += volume
        rhs = volume * c
        rhs[-1] += dt * outer[-1]
        c = solve_banded((1, 1), matrix, rhs)
    return outer[0] * c[0]


# Model parameters in SI units
eps_r = 4.0
T = 300.0
R = 1.0e-9
D = 1.0e-7
n_acceptor = 1.0e21


def onsager_radius(permittivity):
    return const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity
                         * const.k * T)


r_c = onsager_radius(eps_r)
x = r_c / R
k_neutral = 4 * np.pi * D * R
k_charged = k_neutral * enhancement(x)
mobility = const.e * D / (const.k * T)
k_drift = const.e * mobility / (const.epsilon_0 * eps_r)

# Test: rates from the differential equation against the closed form
rate_errors = []
for x_test in (-2.0, 0.0, 0.2, 1.0, x / 3, x / 2, x):
    numeric, _ = steady_solution(x_test)
    rate_errors.append(abs(numeric / enhancement(x_test) - 1))
assert max(rate_errors) < 2e-4
assert steady_solution(-2.0)[0] < 1 < steady_solution(0.2)[0]

# Test: weak-attraction series against the differential equation
weak = 0.2
assert abs(steady_solution(weak)[0] - (1 + weak/2 + weak**2/12)) < 2e-4

# Test: integral over the Boltzmann factor, by quadrature on r = R to infinity
for x_test in (0.5, 3.0, x):
    integral = quad(lambda s: np.exp(-x_test / s) / s**2, 1, np.inf)[0]
    assert abs(integral * enhancement(x_test) - 1) < 1e-6

# Test: concentration profile, its monotonic rise, and the drift share
rate_numeric, profile = steady_solution(x)
profile_formula = np.expm1(x / r - x) / np.expm1(-x)
assert np.max(np.abs(profile - profile_formula)) < 1e-3
assert np.min(np.diff(profile)) > -1e-8   # round-off on the flat plateau
drift_share = x * profile / rate_numeric
assert np.max(np.abs(drift_share + np.expm1(x / r - x))) < 1e-3

# Test: strong attraction gives the mobility form of the rate
assert abs(k_neutral * rate_numeric / k_drift - 1) < 2e-4

# Test: approach to the steady rate after a uniform start
excess_neutral = transient_rate(0.0) / steady_solution(0.0)[0] - 1
excess_charged = transient_rate(x) / rate_numeric - 1
assert abs(excess_neutral - 1 / np.sqrt(np.pi)) < 0.01  # time-step error
assert abs(excess_charged) < 1e-3

to_molar = 1e3 * const.N_A   # m^3/s to L/(mol s)
print(f"relative permittivity: {eps_r:.1f}")
print(f"temperature: {T:.0f} K")
print(f"capture radius R: {R*1e9:.2f} nm")
print(f"diffusion coefficient D: {D:.2e} m^2/s")
print(f"acceptor density n: {n_acceptor:.2e} m^-3")
print(f"thermal energy: {const.k*T/const.e*1e3:.2f} meV")
print(f"Onsager radius r_c: {r_c*1e9:.3f} nm")
print(f"x = r_c/R: {x:.3f}")
print(f"exp(-x): {np.exp(-x):.3e}")
print(f"enhancement, closed form: {enhancement(x):.4f}")
print(f"enhancement, differential equation: {rate_numeric:.4f}")
print(f"largest relative rate error in tests: {max(rate_errors):.1e}")
print(f"neutral rate: {k_neutral:.4e} m^3/s")
print(f"charged rate: {k_charged:.4e} m^3/s")
print(f"neutral rate: {k_neutral*to_molar:.3e} L/(mol s)")
print(f"charged rate: {k_charged*to_molar:.3e} L/(mol s)")
print(f"mobility: {mobility:.4e} m^2/(V s)")
print(f"mobility form of rate: {k_drift:.4e} m^3/s")
print(f"neutral capture lifetime 1/(k n): "
      f"{1e9/(k_neutral*n_acceptor):.1f} ns")
print(f"charged capture lifetime 1/(k n): "
      f"{1e9/(k_charged*n_acceptor):.2f} ns")
print(f"diluteness n r_c^3: {n_acceptor*r_c**3:.2e}")
print(f"acceptor spacing n^(-1/3): {n_acceptor**(-1/3)*1e9:.1f} nm")
print(f"layer thickness R^2/r_c: {R**2/r_c*1e9:.4f} nm")
for ratio in (1.05, 1.2, 2.0):
    c_here = np.interp(ratio, r, profile)
    share = np.interp(ratio, r, drift_share)
    print(f"r/R = {ratio:.2f}: c/c0 = {c_here:.4f}, "
          f"drift share = {share:.4f}")
for factor in (1, 2, 3):
    ratio = enhancement(x / factor)
    print(f"R = {factor*R*1e9:.0f} nm: enhancement {ratio:.3f}, "
          f"charged rate {k_neutral*factor*ratio:.4e} m^3/s")
for permittivity in (4.0, 10.0, 40.0, 80.0):
    radius = onsager_radius(permittivity)
    print(f"permittivity {permittivity:.0f}: r_c {radius*1e9:.3f} nm, "
          f"enhancement {enhancement(radius/R):.3f}")
print(f"enhancement for repulsion, x = -2: {enhancement(-2.0):.4f}")
print(f"time R^2/D: {R**2/D*1e12:.2f} ps")
print(f"neutral excess over steady rate then: {excess_neutral:.3f}")
print(f"neutral excess, 1/sqrt(pi): {1/np.sqrt(np.pi):.3f}")
print(f"charged excess is below 0.001 then: {abs(excess_charged) < 1e-3}")
print("success")
```

Output:

```
relative permittivity: 4.0
temperature: 300 K
capture radius R: 1.00 nm
diffusion coefficient D: 1.00e-07 m^2/s
acceptor density n: 1.00e+21 m^-3
thermal energy: 25.85 meV
Onsager radius r_c: 13.925 nm
x = r_c/R: 13.925
exp(-x): 8.962e-07
enhancement, closed form: 13.9251
enhancement, differential equation: 13.9251
largest relative rate error in tests: 1.0e-06
neutral rate: 1.2566e-15 m^3/s
charged rate: 1.7499e-14 m^3/s
neutral rate: 7.568e+11 L/(mol s)
charged rate: 1.054e+13 L/(mol s)
mobility: 3.8682e-06 m^2/(V s)
mobility form of rate: 1.7499e-14 m^3/s
neutral capture lifetime 1/(k n): 795.8 ns
charged capture lifetime 1/(k n): 57.15 ns
diluteness n r_c^3: 2.70e-03
acceptor spacing n^(-1/3): 100.0 nm
layer thickness R^2/r_c: 0.0718 nm
r/R = 1.05: c/c0 = 0.4847, drift share = 0.4847
r/R = 1.20: c/c0 = 0.9018, drift share = 0.9018
r/R = 2.00: c/c0 = 0.9991, drift share = 0.9991
R = 1 nm: enhancement 13.925, charged rate 1.7499e-14 m^3/s
R = 2 nm: enhancement 6.969, charged rate 1.7515e-14 m^3/s
R = 3 nm: enhancement 4.687, charged rate 1.7669e-14 m^3/s
permittivity 4: r_c 13.925 nm, enhancement 13.925
permittivity 10: r_c 5.570 nm, enhancement 5.591
permittivity 40: r_c 1.393 nm, enhancement 1.853
permittivity 80: r_c 0.696 nm, enhancement 1.388
enhancement for repulsion, x = -2: 0.3130
time R^2/D: 10.00 ps
neutral excess over steady rate then: 0.565
neutral excess, 1/sqrt(pi): 0.564
charged excess is below 0.001 then: True
success
```
